\section*{Finite-Temperature Correction to Overdamped Escape in a Quartic Double Well}

\section*{Question}

A particle moves along one coordinate $X$ in the potential
\begin{equation}
U(X)=E\,u(x),\qquad u(x)=(x^2-1)^2,\qquad x=X/a ,
\end{equation}
in contact with a bath at temperature $T$. The friction coefficient $\gamma$ does not depend on position and is so large that inertia can be dropped. The diffusion coefficient is then $D=k_BT/\gamma$. Write $t=k_BT/E$ and take $t\ll1$. The escape rate $k$ is defined as the inverse of the mean time that a particle starting at the minimum $x=-1$ needs to reach the minimum $x=+1$ for the first time.

\section*{Part (a)}

\textit{Show that}
\begin{equation}
\frac1k=\frac{a^2}{D}\,W B,\qquad
W=\int_0^\infty e^{-u(x)/t}\,dx,\qquad
B=\int_{-1}^{1}e^{u(x)/t}\,dx .
\label{eq:WB}
\end{equation}

\textbf{Answer.} Let $\tau(X)$ be the mean first-passage time to $X=a$ from a start at $X$. In a short time $\delta$ the particle moves by $\Delta$, with mean $-U'(X)\delta/\gamma$ and mean square $2D\delta$. The time still to go must satisfy $\tau(X)=\delta+\langle\tau(X+\Delta)\rangle$. Expanding to first order in $\delta$ gives
\begin{equation}
D\tau''-\frac{U'}{\gamma}\tau'=-1 .
\end{equation}
Now $1/\gamma=D/k_BT$ and $X=ax$. With primes from here on denoting $d/dx$,
\begin{equation}
\tau''-\frac{u'}{t}\tau'=-\frac{a^2}{D}
\quad\Longrightarrow\quad
\left(e^{-u/t}\tau'\right)'=-\frac{a^2}{D}e^{-u/t},
\end{equation}
where the second form follows on multiplying by $e^{-u/t}$. A reflecting wall far to the left makes $\tau'$ vanish there. Moving the wall to $-\infty$ and integrating once,
\begin{equation}
\tau'(y)=-\frac{a^2}{D}\,e^{u(y)/t}\int_{-\infty}^{y}e^{-u(z)/t}dz .
\end{equation}
A second integration from $-1$ to $1$, with $\tau(1)=0$, gives
\begin{equation}
\tau(-1)=\frac{a^2}{D}\int_{-1}^{1}dy\,e^{u(y)/t}
\left[W+\int_0^y e^{-u(z)/t}dz\right].
\label{eq:nested}
\end{equation}
The integral from $-\infty$ to $0$ equals $W$ because $u$ is even. The last integral is odd in $y$ and its weight $e^{u(y)/t}$ is even, so it drops out. What remains is $(a^2/D)WB$. No low-temperature approximation has been made.

\section*{Part (b)}

\textit{Find the rate $k_0$ that follows when each integral is replaced by its Gaussian approximation.}

\textbf{Answer.} Near $x=1$, $u\simeq4(x-1)^2$; near $x=0$, $u\simeq1-2x^2$. Hence
\begin{equation}
W_0=\frac{\sqrt{\pi t}}{2},\qquad B_0=e^{1/t}\sqrt{\frac{\pi t}{2}},
\end{equation}
and, since $D/t=E/\gamma$,
\begin{equation}
k_0=\frac{D}{a^2W_0B_0}=\frac{2\sqrt2\,D}{\pi a^2t}e^{-1/t}
=\frac{2\sqrt2\,E}{\pi\gamma a^2}\,e^{-E/k_BT}.
\end{equation}
This is Kramers' overdamped rate. The curvatures of $U$ are $8E/a^2$ at the minima and $-4E/a^2$ at the top, and $\sqrt{8\cdot4}\,E/(2\pi\gamma a^2)$ is the same prefactor.

\section*{Part (c)}

\textit{Show that the leading finite-temperature correction multiplies $k_0$ by $1-3k_BT/(8E)$, and find the next term.}

\textbf{Answer.} In the well integral put $s=x^2-1$, so that $dx=ds/(2\sqrt{1+s})$:
\begin{equation}
W=\frac12\int_{-1}^{\infty}\frac{e^{-s^2/t}}{\sqrt{1+s}}\,ds .
\label{eq:W}
\end{equation}
In the barrier integral put
\begin{equation}
x=\frac{\sqrt{1+v}-\sqrt{1-v}}{\sqrt2},\qquad -1\le v\le1 .
\end{equation}
Squaring gives $x^2=1-\sqrt{1-v^2}$, hence $u=1-v^2$. The Jacobian is
\begin{equation}
\frac{dx}{dv}=\frac{1}{2\sqrt2}\left[\frac1{\sqrt{1+v}}+\frac1{\sqrt{1-v}}\right].
\end{equation}
The two terms contribute equally, as $v\to-v$ shows, so
\begin{equation}
B=\frac{e^{1/t}}{\sqrt2}\int_{-1}^{1}\frac{e^{-v^2/t}}{\sqrt{1+v}}\,dv
=\sqrt2\,e^{1/t}\,(W-W_>),
\end{equation}
where $W_>$ is the part of (\ref{eq:W}) with $s>1$. There $(1+s)^{-1/2}<s$, so $W_><\frac12\int_1^\infty s\,e^{-s^2/t}ds=\frac t4e^{-1/t}$. Apart from this exponentially small piece, well and barrier carry the same correction.

To expand $W$, use
\begin{equation}
(1+s)^{-1/2}=1-\frac s2+\frac{3s^2}8-\frac{5s^3}{16}+\frac{35s^4}{128}-\dots
\end{equation}
For $|s|\le\frac12$ the even part left out is bounded by a constant times $s^6$ and contributes a relative amount $O(t^3)$; odd powers integrate to zero. The regions $|s|>\frac12$ contribute terms of order $e^{-1/(4t)}$, because the singularity at $s=-1$ is integrable. The averages of $s^2$ and $s^4$ over the normalized Gaussian $e^{-s^2/t}/\sqrt{\pi t}$ are $t/2$ and $3t^2/4$. Therefore
\begin{equation}
W=W_0S,\qquad S=1+\frac{3t}{16}+\frac{105t^2}{512}+O(t^3).
\end{equation}
Since $\sqrt2\,e^{1/t}W_0=B_0$, also $B=B_0S$ up to exponentially small terms, and
\begin{align}
\frac{k}{k_0}=\frac1{S^2}
&=1-2\left(\frac{3t}{16}+\frac{105t^2}{512}\right)+3\left(\frac{3t}{16}\right)^2+O(t^3)\nonumber\\
&=1-\frac{3t}{8}-\frac{39t^2}{128}+O(t^3).
\label{eq:result}
\end{align}
The first correction is $-3k_BT/(8E)$, as required.

Quadrature of $W$ and $B$ as defined in (\ref{eq:WB}) shows the range of use. At $t=0.05$ it gives $k/k_0=0.9804$, against $0.9813$ from the first-order formula. At $t=0.20$ the values are $0.904$ and $0.925$: the first-order formula then misses about a fifth of the reduction.

\section*{Part (d)}

\textit{Trace the coefficient to the shape of the potential. Does it change if escape is timed to the barrier top instead?}

\textbf{Answer.} With $y=x-1$, the well is $u=4y^2+4y^3+y^4$. The Gaussian weight $e^{-4y^2/t}$ has variance $t/8$, so $\langle y^4\rangle=3t^2/64$ and $\langle y^6\rangle=15t^3/512$. To first order in $t$,
\begin{equation}
\frac{W}{W_0}=1-\frac{\langle y^4\rangle}{t}+\frac{16\langle y^6\rangle}{2t^2}
=1-\frac{3t}{64}+\frac{15t}{64}=1+\frac{3t}{16}.
\end{equation}
The quartic term stiffens the well and lowers its population integral. The cubic term softens the side facing the barrier, and its second-order effect is larger. At the top, $u=1-2x^2+x^4$ and the variance is $t/4$, so
\begin{equation}
\frac{B}{B_0}=1+\frac{\langle x^4\rangle}{t}=1+\frac{3t}{16}.
\end{equation}
The barrier is broader than its parabola, and diffusion across it takes longer. Both effects lower the rate, by equal amounts at this order.

For the time $\tau_{\rm top}$ from $x=-1$ to $x=0$, the outer integral in (\ref{eq:nested}) stops at $0$. This gives $\tau_{\rm top}=(a^2/D)(WB/2-Q)$ with
\begin{equation}
Q=\int_0^1dy\int_0^y dz\,e^{[u(y)-u(z)]/t}.
\end{equation}
Because $u$ falls between $0$ and $1$, the integrand is at most $1$ and $0<Q\le\frac12$. Thus $2\tau_{\rm top}k$ differs from $1$ by at most $1/(WB)$, which is of order $e^{-1/t}/t$. The rate $1/(2\tau_{\rm top})$, in which the factor $2$ counts the half of the arrivals at the top that fall back, has the same power series.

Half the slowest relaxation rate of the two populations is another possible definition. A lattice solution at $t=0.125$ puts it within $0.08\,\%$ of $k$, far below the correction of about $5\,\%$.

\section*{Part (e)}

\textit{Find the corresponding correction in transition-state theory, where a particle of mass $m$ crosses the top without recrossing and the well stays in equilibrium.}

\textbf{Answer.} The rate is the one-way thermal flux at the top. The mean of $v$ over positive velocities, counting the others as zero, is $\sqrt{k_BT/2\pi m}$. The probability density at the top, normalized to one well, is $e^{-1/t}/(aW)$. Hence
\begin{equation}
k_{\rm TST}=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-1/t}}{aW}
=\frac{\omega_0}{2\pi}e^{-1/t}\left(1-\frac{3t}{16}+O(t^2)\right),
\end{equation}
with $\omega_0=\sqrt{8E/m}/a$. The integral $B$ is absent because nothing diffuses across the top, and the correction is halved. The coefficient $3/8$ thus requires strong damping as well as low temperature. The program labels the transition-state case ``frictionless'', but some coupling to the bath is still needed to keep the well in equilibrium.

\section*{Part (f)}

\textit{A silica bead of radius $R=500$ nm in water at $300$ K (viscosity $0.85$ mPa\,s) sits in a double optical trap with minima at $\pm300$ nm and a barrier of $0.2$ eV. Evaluate the rate and judge whether the correction matters. Would the same factor apply to an O$_2$ molecule hopping in silica during oxidation?}

\textbf{Answer.} The Stokes friction is $\gamma=6\pi\eta R=8.01\times10^{-9}$ kg/s, so $D=5.17\times10^5$ nm$^2$/s. With $k_BT=0.02585$ eV, $t=0.1293$ and $1/t=7.736$. Then
\begin{equation}
k_0=\frac{2\sqrt2}{\pi}\,\frac{5.17\times10^5}{300^2}\,(7.736)\,e^{-7.736}\ {\rm s^{-1}}
=1.75\times10^{-2}\ {\rm s^{-1}} .
\end{equation}
The first-order factor is $1-0.375\times0.1293=0.952$, the second-order factor $0.946$, and full quadrature gives $0.944$. The rate becomes $1.65\times10^{-2}$ s$^{-1}$, and the mean waiting time rises from $57$ s to $61$ s.

Near the top a displacement grows at the rate $4E/(\gamma a^2)=178$ s$^{-1}$, while $\gamma/m=7.7\times10^6$ s$^{-1}$ for a silica density of $2000$ kg/m$^3$. Inertia changes the growth rate by their ratio, about $0.002\,\%$, so the overdamped assumption is sound. Including the unsteady flow of unbounded water lowers the growth rate by about $0.7\,\%$, which indicates the size of the effect on $k$. This value assumes that walls lie well beyond the viscous length, the square root of the kinematic viscosity divided by the growth rate, here about $70\,\mu$m. Closer walls reduce it; in a spherical cell of radius $10\,\mu$m it is about $0.01\,\%$.

Other idealizations can change the rate by amounts comparable to the correction. Each of the following is taken with the remaining settings fixed:
\begin{itemize}
\item A wall $10\,\mu$m from the bead raises the drag and lowers the rate by about $3\,\%$ (leading term $9R/16h$ for motion parallel to the wall, with $h$ the distance from the wall to the bead's centre).
\item Laser heating by $1$ K raises the rate by about $5\,\%$, if the viscosity falls by a rough $2\,\%$ per kelvin.
\item If one transverse stiffness is $10\,\%$ lower at the top than in the wells, the passage is wider by $1/\sqrt{0.9}$ and the rate is $5\,\%$ higher.
\item A barrier $1\,\%$ higher lowers the rate by $6.5\,\%$.
\end{itemize}
A real trap is also not a pure quartic. By part (d), a $20\,\%$ change in the quartic term at the top moves $k/k_0$ by $0.2\times3t/16\approx0.5\,\%$ to first order in $t$. At $t=0.13$ this sets only the scale: the higher terms that join the changed top to the wells can cancel most of this shift or reverse its sign. The shape also changes the curvatures, and with them $k_0$ itself. For two overlapping Gaussian wells with the same minima and barrier and standard deviations from $200$ to $400$ nm, $k_0$ lies $11\,\%$ to $4\,\%$ below the quartic value, while $k/k_0$ runs from $0.935$ to $0.943$.

The correction therefore matters in an absolute comparison only if the barrier is known to well under $1\,\%$ and the curvatures of the actual trap, together with the other effects listed, are controlled or corrected for. The barrier shift $d$ that would mimic it follows from $(1+d/E)e^{-d/k_BT}=0.944$. To first order in $d$, $d\simeq-\ln(0.944)/(1/k_BT-1/E)\simeq1.7$ meV. The numerical output lists $0.000$ meV for this shift. That entry is wrong: the root search worked in joules with a stopping tolerance far larger than the energies involved.

For O$_2$ in silica take, as rough values, a $1$ eV barrier, minima at $\pm0.25$ nm and $1300$ K. Then $t=0.112$, and the first-order reduction is $4.2\,\%$ if the motion is overdamped but $2.1\,\%$ in transition-state theory. The barrier frequency is $\sqrt{4E/m}/a=1.4\times10^{13}$ s$^{-1}$. The factor $1-3t/8$ may be used only if $\gamma/m$ is well above this value, $\omega_b$, and the quartic describes the energy along the path. For friction without memory, inertia lowers $k_0$ by about $(m\omega_b/\gamma)^2$: $3.7\,\%$ at $\gamma/m=5\omega_b$, comparable to the correction itself, and $1\,\%$ at $10\omega_b$. Both conditions have to be established for the molecule in its oxide and cannot be assumed. A barrier shift of about $5$ meV would mimic the whole $4.2\,\%$, far finer than the rough $1$ eV value is known.

\section*{Computed values}
\begin{verbatim}
limit, well coefficient: 0.18750 (3/16 = 0.18750)
limit, barrier coefficient: 0.18750
limit, rate, first order: 0.37499 (3/8 = 0.37500)
limit, rate, second order: 0.3047 (39/128 = 0.3047)
limit, frictionless flux coefficient: 0.18750
t=0.125: 2*time to top/time across - 1 = -4.72e-04
t=0.125: relaxation rate/(2k) - 1 = 7.80e-04
t=0.125: exp(-1/t) = 3.35e-04
k/k0: t, full quadrature, first order, second order
  0.02  0.99237  0.99250  0.99238
  0.05  0.98039  0.98125  0.98049
  0.10  0.95840  0.96250  0.95945
  0.15  0.93252  0.94375  0.93689
  0.20  0.90367  0.92500  0.91281
bead: barrier 0.2 eV, minima at +-300 nm
bead: radius 500 nm, temperature 300 K
water viscosity 0.85 mPa s, density 1000 kg/m3
silica bead density 2000 kg/m3, mass 1.047e-15 kg
friction coefficient 8.0111e-09 kg/s
diffusion coefficient D 5.1703e+05 nm2/s
kB T 0.02585 eV, t 0.12926, E/kBT 7.7363
Kramers rate k0 1.74723e-02 1/s
factor first order 0.95153, second order 0.94644
factor full quadrature 0.94377
rate first order 1.66254e-02 1/s
rate second order 1.65365e-02 1/s
rate full quadrature 1.64898e-02 1/s
mean waiting time: Kramers 57.23 s, full 60.64 s
runaway rate at barrier top 177.77 1/s
friction rate gamma/mass 7.650e+06 1/s
inertia alone: runaway rate change -2.32e-03 %
flow time of water 0.294 us
inertia and flow memory: runaway rate change -0.72 %
wall at 10000 nm: rate change -2.81 %
heating 1 K, exponential only: 2.60 %
  with viscosity falling 2 %/K: 4.70 %
one transverse stiffness 10 % lower at top: 5.41 %
barrier 1 % higher: rate change -6.52 %
barrier shift equal to full correction 0.000 meV
tunnelling crossover temperature 2.16e-10 K
O2 in silica: barrier 1.0 eV, minima +-0.25 nm, 1300 K, mass 32 u
O2 barrier frequency 1.389e+13 rad/s, t 0.1120
O2 correction: overdamped 4.20 %, frictionless 2.10 %
\end{verbatim}
